# Texture Damping from Pumped Spin Currents in Metallic Ferromagnets, part 2

**The problem.** Can a domain wall in a metallic strip be simulated with a single damping constant $\alpha$, taken from the resonance linewidth of a uniform film? A moving texture also drives a spin current, whose loss acts as a second, tensor damping.

**Conventions.** In the algebra $\hbar$, the electron mass and the elementary charge are 1. The unit vector $\mathbf n$, with polar angles $\theta,\varphi$ and unit vectors $\mathbf e_\theta,\mathbf e_\varphi$, is the majority spin direction. $S$ is the spin density, $\Delta$ the exchange splitting, $E$ the magnetic energy and $\mathbf g=\delta E/\delta\mathbf n$, with $\mathbf g_\perp$ its part perpendicular to $\mathbf n$. The equation of motion gives

$$S\,\mathbf n\times\partial_t\mathbf n=\mathbf g_\perp+\alpha S\,\partial_t\mathbf n+S\,\mathsf D\cdot\partial_t\mathbf n .\tag{1}$$

**Local damping.** Here $\mathsf D=\eta\sum_i\mathbf w_i\mathbf w_i^{\mathsf T}$, $\mathbf w_i=\mathbf n\times\partial_i\mathbf n$ and $\eta=\kappa/S$. With total conductivity $\sigma$ of polarization $P$, $\kappa=\sigma/4$ if charge flows freely and $\kappa=\tfrac14\sigma(1-P^2)$ in a strip that blocks charge. For a texture varying only along $x$, the index is dropped.

**Currents in the strip.** The two spins feel forces $\pm f$, with $2f=\mathbf n\cdot(\partial_t\mathbf n\times\partial_x\mathbf n)$. Their particle currents are $j^\pm=\sigma_\pm(\pm f-\partial_x\mu_\pm)$, with $\sigma_\pm=\tfrac12\sigma(1\pm P)$ and electrochemical potentials $\mu_\pm$. The spin current is $Q\mathbf n$. Fast spin flips give the local law $Q=2\kappa f$. For a finite spin-diffusion length $l$ and blocked charge,

$$(1-l^2\partial_x^2)\,Q=2\kappa f ,$$

so in an unbounded strip the local law is smoothed by the kernel $e^{-|x-x'|/l}/(2l)$.

**Earlier tests listed in the output.** Both use a spiral of wave number $q=0.3$, electron momentum $k=0.5$ and $\Delta=40$. In the impulse test its cone angle $\theta$ rose from 0.4 to 2.0 rad in 40 atomic time units; in the torque test it was static with $\theta=\pi/2$.

### A domain wall: which motion is damped?

Let a wall at position $X$, with wall angle $\varphi$, separate a down domain on the left from an up domain on the right:

$$\cos\theta=\tanh\xi,\qquad \sin\theta=\operatorname{sech}\xi,\qquad \xi=\frac{x-X}{\lambda}.$$

Differentiating the first relation gives $\partial_x\theta=-\sin\theta/\lambda$. The changes of $\mathbf n$ with the two wall coordinates, and the vector $\mathbf w$, are

$$\partial_X\mathbf n=\frac{\sin\theta}{\lambda}\mathbf e_\theta,\qquad \partial_\varphi\mathbf n=\sin\theta\,\mathbf e_\varphi,\qquad \mathbf w=-\frac{\sin\theta}{\lambda}\mathbf e_\varphi .$$

Translation is perpendicular to $\mathbf w$: sliding a rigid wall drives no spin current of this kind and feels no texture damping. Rotation of $\varphi$ is parallel to $\mathbf w$ and does feel it.

Assume that the wall keeps its shape, so $\partial_t\mathbf n=\dot X\partial_X\mathbf n+\dot\varphi\,\partial_\varphi\mathbf n$. Take the scalar product of (1) with $\partial_\varphi\mathbf n$ and with $\partial_X\mathbf n$, and integrate over $x$. The integrals needed are

$$\int\mathbf n\cdot(\partial_X\mathbf n\times\partial_\varphi\mathbf n)\,dx=\int\frac{\operatorname{sech}^2\xi}{\lambda}\,dx=2,$$

$$\int|\partial_X\mathbf n|^2dx=\frac2\lambda,\qquad \int|\partial_\varphi\mathbf n|^2dx=2\lambda,\qquad \int(\mathbf w\cdot\partial_\varphi\mathbf n)^2dx=\int\frac{\operatorname{sech}^4\xi}{\lambda^2}dx=\frac4{3\lambda}.$$

With $E$ now the wall energy per cross-sectional area, the results are

$$2S\dot X=\frac{\partial E}{\partial\varphi}+2\lambda S\,\alpha_\varphi\,\dot\varphi,\qquad -2S\dot\varphi=\frac{\partial E}{\partial X}+\frac{2S\alpha}{\lambda}\dot X,\tag{2}$$

$$\alpha_\varphi=\alpha+\frac{2\eta}{3\lambda^2}.$$

The factor $2/3$ is the ratio of $4/(3\lambda)$ to $2\lambda$, times $\lambda^2$. Evaluated numerically from the vector field of the wall, it is 0.6667 for rotation and zero for translation.

### Driven wall on both sides of Walker breakdown

Apply a field $B$ that favours the up domain, and let $b=\gamma B$, with $\gamma$ the gyromagnetic ratio. Moving the wall by $dX$ reduces $\int n_z\,dx$ by $2\,dX$, so $\partial E/\partial X=2Sb$.

An in-plane anisotropy field $B_k$, with $b_k=\gamma B_k$, has energy density $\tfrac12Sb_kn_y^2$. Integrated over the wall this is $Sb_k\lambda\sin^2\varphi$, so $\partial E/\partial\varphi=Sb_k\lambda\sin2\varphi$. Equations (2) become

$$\dot X=\lambda\left(\frac{b_k}2\sin2\varphi+\alpha_\varphi\dot\varphi\right),\qquad -\dot\varphi=b+\frac\alpha\lambda\dot X .$$

*Low field.* If $b\le\alpha b_k/2$, the angle can stand still. Then a wall of fixed width moves at the speed $V=-\dot X=\lambda b/\alpha$, without $\eta$. In-plane anisotropy narrows a tilted wall somewhat, which lowers this speed and is neglected here. The limit $B_W=\alpha B_k/2$ is the Walker field.

*High field.* Above $B_W$ the wall rotates, and $b_k$ also makes it swing back and forth. For small damping and $B\gg B_W$, the swing raises the mean speed by a fraction of about $(\alpha/\alpha_\varphi)B_k^2/(8B^2)$. This is small when $B$ is above $B_k$ itself, not merely above $B_W$: about 11 percent at $B=B_k$ and 3 percent at $B=2B_k$ when $\alpha_\varphi$ is close to $\alpha$. In that case $b_k$ can be neglected, and the first equation gives $\dot X=\lambda\alpha_\varphi\dot\varphi$. Inserting this in the second,

$$|\dot\varphi|=\frac{b}{1+\alpha\alpha_\varphi},\qquad V=\frac{\lambda b\,\alpha_\varphi}{1+\alpha\alpha_\varphi}.$$

For small damping, a larger $\alpha_\varphi$ makes the wall faster. The field energy released by the advance has to be dissipated, and in this regime the rotation dissipates most of it.

**Test of the rigid wall.** The full equation of motion was integrated on a chain with spacing $0.2\lambda$ and no in-plane anisotropy. The parameters were $\alpha=0.1$, $\eta/\lambda^2=0.15$ and a field of 0.1 in units of the easy-axis anisotropy field. The wall moved at 0.01944 in reduced units. The formula, with $\alpha_\varphi=0.2$, gives 0.01961; without $\eta$ it would give 0.0099. The simulated speed is 0.9 percent below the formula. The gap is almost entirely grid error: replacing the second-order differences by fourth-order ones on the same grid reduces it to 0.03 percent.

### Linewidth of a pinned wall

Let the wall sit in a potential with energy $\tfrac12KX^2+\tfrac12h\varphi^2$ for small displacements, per cross-sectional area. Equations (2) read

$$\dot X=\frac{h\varphi}{2S}+\lambda\alpha_\varphi\dot\varphi,\qquad \dot\varphi=-\frac{KX}{2S}-\frac\alpha\lambda\dot X .$$

To first order in the damping, replace the velocities on the right by their undamped values $\dot\varphi=-KX/2S$ and $\dot X=h\varphi/2S$:

$$\dot X=\frac{h\varphi}{2S}-\frac{\lambda\alpha_\varphi K}{2S}X,\qquad \dot\varphi=-\frac{KX}{2S}-\frac{\alpha h}{2S\lambda}\varphi .$$

For a weakly damped oscillation the amplitude decays at half the sum of the two diagonal rates. The full width at half maximum of the absorbed power, in angular frequency, is twice the amplitude decay rate:

$$\delta\omega=\frac1{2S}\left(\lambda K\,\alpha_\varphi+\frac{h}{\lambda}\,\alpha\right).$$

The texture term broadens the line in proportion to the pinning stiffness $K$. It is hidden if $\lambda K(\alpha_\varphi-\alpha)\ll\alpha(\lambda K+h/\lambda)$. Comparing a wall resonance with a film resonance thus requires $K$, $h$, $\lambda$ and $S$, besides the two linewidths.

### Worked example: a single wall in a metallic strip

Consider a single field-driven wall in a strip with perpendicular anisotropy. A uniform field pushes neighbouring walls in opposite directions, so the example does not describe shifting a row of stored bits. The inputs are round, rough values in the regime of cobalt-nickel multilayers:

- magnetization 650 kA/m, resistivity 20 microohm cm, $P=0.5$;
- $\lambda=6.0$ nm, $\alpha=0.02$, driving field 100 mT.

Dividing the magnetization by the electron's gyromagnetic ratio gives $S=35.0\,\hbar/\mathrm{nm}^3$. The conductivity is $20.5\,(e^2/\hbar)/\mathrm{nm}$. For free charge flow,

$$\eta_{\rm free}=\frac{20.54}{4\times35.00}=0.147\ \mathrm{nm}^2 .$$

The strip blocks charge, which multiplies this by $1-P^2=0.75$:

$$\eta=0.110\ \mathrm{nm}^2=11.0\ \text{Å}^2 .$$

The damping at the wall centre is $\eta/\lambda^2=0.110/36=0.0031$. Two thirds of it, 0.0020, is the wall average, so $\alpha_\varphi=0.0220$.

The wall rotates at 17.6 rad/ns. Its speed is $\lambda\alpha_\varphi|\dot\varphi|=6.0\times0.02204\times17.60=2.33$ nm/ns, or 2.33 m/s. With the field and all other inputs held fixed but $\eta=0$, it is 2.11 m/s. The texture damping raises the speed by 10 percent.

In the local law the spin current peaks at the wall centre, where $2|f|=|\dot\varphi|/\lambda$. Its value is $\eta S|\dot\varphi|/\lambda=11.3\,\hbar/(\mathrm{nm}^2\,\mathrm{ns})$.

Blocking the charge also leaves a voltage between the ends. The condition $j^++j^-=0$ reads $\sigma_+\partial_x\mu_++\sigma_-\partial_x\mu_-=\sigma Pf$. Far from the wall $\mu_+=\mu_-$, so integration gives a potential difference $P\int f\,dx$. Since $\int|f|\,dx=\tfrac12|\dot\varphi|\int\operatorname{sech}^2\xi\,dx/\lambda=|\dot\varphi|$, the voltage is $P\hbar|\dot\varphi|/e$ in magnitude, here 5.8 microvolt.

### What the local tensor leaves out

*Spin diffusion.* With a rough $l=5.0$ nm, the condition $l\ll\lambda$ fails. Solving the two-channel equations for the rotating wall multiplies the average texture damping by 0.753. It falls to 0.0015 and the speed to 2.27 m/s. The same solver was tested at $l/\lambda=0.1$, 0.8 and 1.5 with $P=0.5$: the reduction agreed with a separate Fourier integral within 0.003, and heat and torque power balanced. This is the largest correction to the texture damping sized here, and it grows with $l$: for $l=20$ nm the same equations give a factor of 0.34, and the texture term then raises the speed by only 3.5 percent.

*Transverse spin diffusion.* The conduction spins have density $s_0\mathbf n$. To turn with $\mathbf n$ they need a small sideways part, fixed by $s_0\partial_t\mathbf n=-\Delta\,\mathbf n\times\delta\mathbf s$, hence $\delta\mathbf s=(s_0/\Delta)\,\mathbf n\times\partial_t\mathbf n$. When this part varies in space it diffuses. For a splitting well below the Fermi energy, $s_0/\Delta$ is a quarter of the density of states $\nu$. With diffusion constant $\mathcal D$ and $\sigma=\nu\mathcal D$, the current before precession is

$$\mathbf Q_0=-\frac\sigma4\,\partial_x(\mathbf n\times\partial_t\mathbf n)_\perp .$$

The exchange field rotates this current between collisions, so that $\mathbf Q+\Delta\tau\,\mathbf n\times\mathbf Q=\mathbf Q_0$ for scattering time $\tau$. The component along $\mathbf Q_0$ is reduced by $1/(1+\Delta^2\tau^2)$. The corresponding dissipation is $\tfrac14\sigma|(\partial_x\partial_t\mathbf n)_\perp|^2$ times this factor. For either wall motion, the integral of $|(\partial_x\partial_t\mathbf n)_\perp|^2$ is $1/(3\lambda^2)$ times that of $|\partial_t\mathbf n|^2$.

A mean free path of 2.0 nm and a Fermi speed of $10^6$ m/s give $\tau=2.0$ fs. Together with 20 microohm cm, these rough values imply about four times the density of states of a single free-electron band, so they stand for a metal with several bands at the Fermi level. A single free-electron band would need a mean free path of 8 nm, and local Ohm's law would then fail for this wall. With $\Delta=1.0$ eV, $\Delta\tau/\hbar=3.04$ and the factor is 0.098. Both wall dampings then grow by about $0.147\times0.098/(3\times36)=0.00013$. This is an estimate, about 7 percent of the local texture term. In a dirtier metal, where $\Delta\tau$ is smaller, its size relative to the local texture term would be larger.

*Slow variation.* The length $\hbar v_F/\Delta$ is 0.11 of $\lambda$, which supports the adiabatic step. The mean free path is 0.33 of $\lambda$, so local Ohm's law is less secure. A correction of order $(0.33)^2\approx0.1$ is plausible, but its coefficient was not calculated. The rotation rate times $\tau$ is $3.5\times10^{-5}$, so the response is effectively static.

*In-plane anisotropy.* For $B_k=30$ mT the Walker field is 0.30 mT, so the wall rotates at the 100 mT applied. This field is also well above $B_k$, as the speed formula requires. Averaging over a full turn with $B_k$ included changes the local-tensor speed from 2.33 to 2.35 m/s. At 10 mT the wall would still rotate, but the same average gives 0.47 m/s, twice the 0.23 m/s of the formula. The value $B_k=30$ mT suits a wide strip about 1 nm thick. There the stray field makes $x$, not $y$, the hard in-plane direction; this shifts $\varphi$ by $\pi/2$ and leaves the Walker field and the averaged speeds unchanged. Such a thickness is below the mean free path and the spin-diffusion length used here, so the surfaces and the neighbouring layers of a real strip would influence both. The stray field of the wall makes $B_k$ grow with thickness, to about 80 mT at 3 nm for the magnetization and wall width used here. At 100 mT the average over a turn then gives 2.50 m/s, 7 percent above the simple speed formula. This is comparable with the texture effect itself, so the average should be used.

*Temperature.* At 300 K the thermal energy is 0.026 of the exchange splitting, so thermal smearing of the two spin bands is small on that scale. Thermal spin waves are not included.

**Beside a real strip.** The chosen resistivity, damping and wall width are of the usual order for such metallic multilayers, but vary with layer thickness and growth. Two assumptions deserve attention in a device. First, $l$ is taken comparable with $\lambda$, which lowers the texture damping by a quarter here. A longer $l$ lowers it further, so $l$ should be known for the actual layers. Second, the wall is assumed free to rotate as one unit. If a chiral interface interaction holds $\varphi$ fixed, the texture damping derived here drops to zero in steady motion. Spin-orbit coupling at such an interface can, however, add forces on the two spins that damp a sliding wall as well, and these are outside the model. So are neighbouring metal layers, which can carry return charge and absorb spin. If defects pin the wall or the angle varies across a wide strip, the speed formula does not apply.

For the decision at the start, a single $\alpha$ is adequate within this model for steady walls with a fixed angle, as long as the transverse-diffusion term stays small. That term is 0.7 percent of $\alpha$ in the example, but it scales as $1/(\alpha\lambda^2)$ and reaches about 11 percent for $\lambda=3$ nm and $\alpha=0.005$ in the same metal. With strong interface spin-orbit coupling the rule has to be checked separately. For walls that rotate in a field well above $B_k$, compare $2\eta/(3\lambda^2)$ with $\alpha$, and use the kernel when $l$ is not small. Closer to the Walker field, the texture term has less effect on the speed. In this example the two would become equal at $\lambda=\sqrt{2\times0.110/(3\times0.02)}=1.9$ nm. That is shorter than both the mean free path and the spin-diffusion length, so the local formula cannot be trusted there. The numerical output below lists the inputs and the main results.

## Computed values

```
TESTS (model units)
impulse of Berry force: 0.2006 a.u.
velocity change, majority spin: 0.2001 a.u.
velocity change, minority spin: -0.2001 a.u.
exchange torque on spiral: -0.09750 a.u.
spin-transfer torque on spiral: -0.09739 a.u.
wall factor, rotation: 0.6667
wall factor, translation: 0.0e+00
wall factor, transverse diffusion: 0.3333
simulation alpha, eta/lam^2, field: 0.1, 0.15, 0.1
simulated wall speed: 0.01944 (reduced units)
predicted wall speed: 0.01961 (reduced units)
EXAMPLE INPUTS (rough typical values)
magnetization: 650 kA/m
resistivity: 20 microohm cm
conductivity polarization P: 0.5
wall width parameter: 6.0 nm
Gilbert damping: 0.02
driving field: 100 mT
spin-diffusion length: 5.0 nm
mean free path: 2.0 nm
exchange splitting: 1.0 eV
Fermi speed: 1.0e+06 m/s
in-plane wall anisotropy field: 30 mT
temperature: 300 K
EXAMPLE RESULTS
spin density: 35.00 hbar/nm^3
conductivity: 20.54 (e^2/hbar)/nm
eta, free charge flow: 0.1467 nm^2
eta, blocked charge flow: 0.1100 nm^2 = 11.00 angstrom^2
peak texture damping eta/lam^2: 0.00306
wall-averaged texture damping: 0.00204
rotation damping alpha_phi: 0.02204
wall rotation rate: 17.601 rad/ns
peak pumped spin current: 11.30 hbar/(nm^2 ns)
voltage along strip: 5.79 microvolt
wall speed without texture damping: 2.112 m/s
wall speed with local tensor: 2.327 m/s
NEGLECTED EFFECTS
spin-diffusion reduction factor: 0.753
texture damping after spin diffusion: 0.00153
wall speed after spin diffusion: 2.274 m/s
scattering time: 2.00 fs
exchange precession angle per scattering time: 3.04 rad
transverse response factor: 0.0977
transverse-diffusion damping: 0.000133
adiabatic length/lam: 0.110
mean free path/lam: 0.333
rotation rate times scattering time: 3.5e-05
Walker field: 0.30 mT
wall speed with in-plane anisotropy: 2.351 m/s
thermal energy/exchange splitting: 0.0259
```
